Linde's Valence-Squared Trend from Born Scattering by Screened Impurities

**Problem**

A small atomic fraction c of the atoms in a monovalent metal is replaced by atoms whose valence is larger by ΔZ. At low temperature these impurities give the metal a residual resistivity ρ. For noble-metal hosts, Linde's empirical rule says that ρ/c follows a + b(ΔZ)², where a and b depend on the host and on the impurity's row of the periodic table.

(a) Estimate by scaling how ρ/c depends on ΔZ and on the Fermi wave number k_F.

(b) Find ρ/c for a Thomas-Fermi screened impurity in the Born approximation.

(c) Evaluate both for a model host with r_s = 3a₀, where a₀ is the Bohr radius and r_s the radius of a sphere holding one conduction electron. Decide whether the square law can be trusted at integer ΔZ.

The host is a free-electron gas of density n with a spherical Fermi surface and the free-electron mass m. Impurities scatter elastically and independently, and ρ is wanted to first order in c. The impurity differs from a host ion by a point charge ΔZ e, with e > 0. Core differences, lattice distortion, d resonances and magnetism are left out, so the model has no source for the offset a. The electron's potential energy is U(r), and ΔZ > 0 means attraction.

**First estimate by scaling**

The free-electron density and chemical potential are

n = k_F³/(3π²), μ = ħ²k_F²/(2m).

Dividing dn/dk_F = k_F²/π² by dμ/dk_F = ħ²k_F/m gives

dn/dμ = mk_F/(π²ħ²).

If U varies slowly and is weak, it changes the local density by −(dn/dμ)U. The metal must neutralize the extra charge, so the added electrons number ΔZ:

−(dn/dμ) ∫U d³r = ΔZ.

The volume integral of U is therefore fixed without knowing the shape of the screened potential. A weak, compact scatterer has an amplitude of magnitude (m/2πħ²)|∫U d³r|, a relation that follows from the golden rule below. Hence

|f| ≈ (m/2πħ²) · |ΔZ| π²ħ²/(mk_F) = π|ΔZ|/(2k_F).

If scattering is taken as equal in all directions, the cross section is

σ_est = 4π|f|² = π³(ΔZ)²/k_F².

With n_i impurities per volume and Fermi velocity v_F = ħk_F/m, the collision rate is 1/τ = n_i v_F σ. The Drude formula ρ = m/(ne²τ), with n_i = cn for a monovalent host, gives

ρ_est/c = (ħk_F/e²) σ_est = π³ħ(ΔZ)²/(e²k_F).

The square arises because the potential is proportional to the excess charge and the scattering probability to the square of the potential. The estimate ignores the dependence of the amplitude on angle.

**Solution of the Born model**

*The screened potential.* Far from the impurity the chemical potential is that of the host. Near it, the linear response is δn = −(dn/dμ)U. The electrostatic potential is φ = −U/e, and the charge density is

ΔZ e δ(r) − e δn = ΔZ e δ(r) + e(dn/dμ)U.

Poisson's equation, ∇²φ = −(charge density)/ε₀, multiplied by −e becomes

∇²U = (ΔZ e²/ε₀)δ(r) + k_s²U,

k_s² = (e²/ε₀)dn/dμ = me²k_F/(π²ε₀ħ²).

Since a₀ = 4πε₀ħ²/(me²), we have me²/(ε₀ħ²) = 4π/a₀, and so

k_s² = 4k_F/(πa₀).

Away from the origin (rU)″ = k_s²(rU). The decaying solution that joins the bare Coulomb energy at small r is

U(r) = −ΔZ e² exp(−k_s r)/(4πε₀r).

In Fourier space ∇² becomes −q², so −q²U(q) = ΔZ e²/ε₀ + k_s²U(q), or

U(q) = −ΔZ e²/[ε₀(q² + k_s²)].

At q = 0 this is the volume integral used in the estimate, and the screening cloud holds ΔZ electrons.

*The differential cross section.* In a volume V, plane waves k and k′ have the matrix element U(q)/V with q = |k′ − k|. The golden rule gives the rate into a solid angle dΩ, with spin unchanged:

(2π/ħ)(|U(q)|²/V²) · [V/(2π)³] dΩ ∫k′² δ(E′ − E) dk′.

Because dE′/dk′ = ħ²k′/m, the last integral is mk/ħ². The rate is therefore mk|U(q)|² dΩ/(4π²ħ³V). Division by the incident flux ħk/(mV) gives

dσ/dΩ = (m/2πħ²)²|U(q)|².

The prefactors combine as (m/2πħ²)(e²/ε₀) = 2/a₀, so

dσ/dΩ = 4(ΔZ)²/[a₀²(q² + k_s²)²].

Both wave vectors have length k_F, so q = 2k_F sin(θ/2), where θ is the scattering angle.

*Why the transport cross section enters.* An electric field E along z changes the occupation from the Fermi function f₀ to f₀ + g, where g(k) is proportional to cos α and α is the angle between k and z. For elastic scattering the exclusion factors cancel: f′(1 − f) − f(1 − f′) = f′ − f. Collisions therefore change g at the rate

n_i v ∫(dσ/dΩ)[g(k′) − g(k)] dΩ.

With k as polar axis, the final direction obeys

cos α′ = cos α cos θ + sin α sin θ cos φ.

The φ integral removes the second term. What remains is −n_i v σ_tr g, with

σ_tr = ∫(1 − cos θ)(dσ/dΩ) dΩ.

Forward scattering hardly changes the current, and the weight 1 − cos θ expresses this. The relaxation rate is 1/τ = n_i v σ_tr.

*The resistivity.* The force −eE balances the collisions:

−eE v_z ∂f₀/∂ε = −g/τ, so g = eEτ v_z ∂f₀/∂ε.

The current density is −e times the sum of v_z g over both spins:

j = e²E · 2∫[d³k/(2π)³] v_z²τ(−∂f₀/∂ε).

At low temperature −∂f₀/∂ε selects the Fermi surface. The angular average of v_z² is v_F²/3, and dk = dε/(ħv_F), so

j/E = e² · [2/(8π³)] · [4πk_F²/(ħv_F)] · (v_F²/3)τ = e²k_F²v_Fτ/(3π²ħ) = ne²τ/m.

The last step uses v_F = ħk_F/m and n = k_F³/(3π²). With 1/τ = n_i v_F σ_tr and n_i = cn,

ρ = m n_i v_F σ_tr/(ne²) = c(ħk_F/e²)σ_tr.

*The angular integral.* Let x = sin(θ/2) and s = k_s²/(4k_F²) = 1/(πk_F a₀). Then

q² + k_s² = 4k_F²(x² + s), 1 − cos θ = 2x², dΩ → 2π sin θ dθ = 8πx dx.

Substitution gives

σ_tr = ∫₀¹ 2x² · 4(ΔZ)²/[16a₀²k_F⁴(x² + s)²] · 8πx dx
= [4π(ΔZ)²/(a₀²k_F⁴)] ∫₀¹ x³/(x² + s)² dx.

With t = x² + s, x³dx = ½(t − s)dt, and the integral is

½∫ₛ¹⁺ˢ (1/t − s/t²) dt = ½[ln((1 + s)/s) + s/(1 + s) − 1]
= ½[ln(1 + 1/s) − 1/(1 + s)].

Calling the last bracket B(s), we obtain

σ_tr = [2π(ΔZ)²/(a₀²k_F⁴)] B(s),

ρ/c = [2πħ(ΔZ)²/(e²a₀²k_F³)] B(s).

Since s depends on the host alone, this is a square law in ΔZ for a fixed host. It gives the coefficient b within this model.

**Comparison of the estimate and the solution**

*Formulas.* Because s² = 1/(π²k_F²a₀²), the ratio of the two cross sections is

σ_tr/σ_est = 2B(s)/(π²a₀²k_F²) = 2s²B(s).

For large s, expansion in 1/s gives

B = (1/s − 1/(2s²) + 1/(3s³)) − (1/s − 1/s² + 1/s³) + … = 1/(2s²) − 2/(3s³) + …,

so the ratio is 1 − 4/(3s) + …. For the Thomas-Fermi potential in the Born approximation, the estimate becomes correct when screening is so short-ranged that U(q) is nearly constant up to 2k_F. This is a limit of the formula, not a prediction for a dilute electron gas: U then varies rapidly over the distance 1/k_F, and the local response behind the potential no longer holds.

For small s, which means high electron density, B → ln(1/s) − 1 and

σ_tr → [2π(ΔZ)²/(a₀²k_F⁴)][ln(πk_F a₀) − 1].

Here scattering is concentrated near the forward direction, and the isotropic estimate is far too large. Both limits keep the factor (ΔZ)²; they differ in how the result depends on the host.

*Numbers for the model host.* The density n = 3/(4πr_s³) gives k_F = (9π/4)^(1/3)/r_s = 0.6397/a₀. The screening length is 1/k_s = 1.108a₀ and s = 0.4976. For ΔZ = 1 the estimate is

σ_est = π³a₀²/(0.6397)² ≈ 76 a₀².

The Born model gives B = 1.1019 − 0.6677 = 0.434 to three figures, and

σ_tr = 2π × 0.434 a₀²/(0.6397)⁴ ≈ 16.3 a₀² = 4.56 Å².

The atomic unit of resistivity is ħa₀/e² = 21.74 μΩ cm. At 1 at.% the Born resistivity is

ρ = 0.01 × 0.6397 × 16.286 × 21.74 μΩ cm ≈ 2.26 μΩ cm,

while the estimate gives about 10.5 μΩ cm. The estimate is thus 4.7 times the Born result, in agreement with 2s²B ≈ 0.215.

Most of this excess comes from using the amplitude at q = 0. The average of q² = 2k_F²(1 − cos θ) over all directions is 2k_F². If this value is put into dσ/dΩ and the result multiplied by 4π, the cross section is

16πa₀²/(0.818 + 0.815)² ≈ 18.8 a₀²,

which is 16% above the Born transport value. The Born total cross section is 25.2 a₀², so the transport weight reduces it by the factor 0.647. The mean cosine of the scattering angle is therefore 0.353.

For ΔZ = 1, 2 and 3 the Born resistivities at 1 at.% are 2.26, 9.06 and 20.4 μΩ cm, in the ratio 1 : 4 : 9.

**Is the square law justified at integer ΔZ?**

*How to test it.* The same potential can be treated without the Born approximation. A plane wave is a sum of angular momentum components l. The potential shifts the phase of each one, multiplying its outgoing part by exp(2iδ_l). The added outgoing wave has the amplitude

f(θ) = (1/k_F) Σ(2l + 1) exp(iδ_l) sin δ_l P_l(cos θ).

The phase shifts δ_l follow from the radial Schrödinger equation, and σ_tr from the weighted integral of |f|². In a numerical test, σ_tr/(ΔZ)² extrapolated to ΔZ → 0 is 16.29 a₀², equal to the Born value at this precision.

*The first correction.* Expand the amplitude as f = ΔZ f₁ + (ΔZ)²f₂ + …, where f₁ is real. Then

|f|² = (ΔZ)²f₁² + 2(ΔZ)³f₁ Re f₂ + ….

The relative correction is linear in ΔZ and changes sign with it. The difference between attractive and repulsive cross sections, divided by their sum, is 0.0625 at |ΔZ| = 0.05 and 0.124 at 0.10. This confirms the linear growth and gives a relative correction of about 1.25ΔZ for small ΔZ. A 10% error is reached near |ΔZ| = 0.08, far below one unit of valence.

*Integer valence differences.* With phase shifts, the resistivities at 1 at.% are 4.04, 4.49 and 8.34 μΩ cm for ΔZ = 1, 2 and 3. Their ratio is 1 : 1.11 : 2.06, not 1 : 4 : 9. For ΔZ = −1 the result is 0.80 μΩ cm, about one fifth of that for ΔZ = +1, although the square law makes the two equal. In this host, then, the fixed Thomas-Fermi potential yields the square law in the weak-scattering limit but not at these integer values.

*Why Born fails here.* Let u be the radial function with the potential and w = r j_l(k_F r) the free one, where j_l is a spherical Bessel function. Their equations give

(u′w − uw′)′ = (2m/ħ²)U u w.

The bracket vanishes at the origin. Far away, u and w become sines of amplitude 1/k_F whose phases differ by δ_l, and the bracket becomes −sin δ_l/k_F. Replacing u by w under the integral gives, to first order,

δ_l = −(2mk_F/ħ²)∫₀^∞ U j_l² r² dr.

For l = 0, j₀ = sin(k_F r)/(k_F r), and

δ₀ = [2ΔZ/(k_F a₀)] I, I = ∫₀^∞ exp(−k_s r) sin²(k_F r)/r dr.

Differentiating with respect to k_s gives dI/dk_s = −½[1/k_s − k_s/(k_s² + 4k_F²)]. Since I vanishes for k_s → ∞, I = ¼ ln(1 + 4k_F²/k_s²), and

δ₀ = [ΔZ/(2k_F a₀)] ln(1 + 1/s).

For ΔZ = 1 this is 1.1019/(2 × 0.6397) ≈ 0.86 rad, which is not small; the computed value is 1.43 rad. The true phase is thus well above its first-order value, and σ_tr at ΔZ = 1 is 1.78 times the Born result; the potential already binds an s state about 0.65 eV below the band bottom. In terms of phase shifts the weighted integral is σ_tr = (4π/k_F²)Σ(l + 1)sin²(δ_l − δ_{l+1}), and each term is bounded. The l = 0 term is 27.5 a₀² at ΔZ = 1, peaks at about 31 a₀² near ΔZ = 1.25, and falls to 21.1 and 11.9 a₀² at ΔZ = 2 and 3. The l = 1 term grows from 1.5 to 10.8 and 47.1 a₀² and produces the rise at ΔZ = 3. At high density the first-order δ₀ tends to zero for fixed ΔZ, and the Born approximation improves.

*The screening also needs checking.* In a large sphere of radius R, the allowed wave numbers satisfy kR − lπ/2 + δ_l = πN, with N an integer. A phase shift δ_l at the Fermi level therefore brings δ_l/π extra states below it for each orbital and spin. Neutrality requires the Friedel sum rule

(2/π)Σ(2l + 1)δ_l = ΔZ,

where δ_l is followed continuously as the potential is turned on.

To first order the Thomas-Fermi potential obeys this rule. The angular average of |exp(ik_F z)|² = 1 gives Σ(2l + 1)j_l² = 1. Inserting the first-order δ_l and ∫U r²dr = U(q = 0)/(4π) turns the left side into

−[mk_F/(π²ħ²)]U(q = 0) = −(dn/dμ)U(q = 0) = ΔZ.

The numerical weak limit agrees. At ΔZ = 1, however, the computed sum is 1.44 electrons instead of 1, so the potential attracts too much charge. The violation grows to 3.01 at ΔZ = 2 and 5.14 at ΔZ = 3, and at ΔZ = −1 the sum is about −0.75. Linear response is already doubtful on other grounds: at r = 1/k_s, |U| is 1.62 times the Fermi energy. The local form of the response is doubtful too, even for a weak impurity. It requires U to vary slowly over the distance 1/k_F = 1.56a₀, but the screening length is only 1.108a₀.

The phase-shift resistivities are therefore not reference values for a real alloy. They remove the Born approximation but keep a potential that violates neutrality at finite ΔZ. They show that this Born calculation does not by itself justify Linde's rule at integer valence differences. They do not show that the rule fails in real alloys, where the potential is self-consistent and includes the ion cores left out here. Neutrality alone does not restore the square law for a point charge: if k_s is adjusted until the Friedel sum equals ΔZ, the resistivities at 1 at.% are about 3.3, 3.3 and 2.2 μΩ cm for ΔZ = 1, 2 and 3. What has been derived is the leading square law for weak scattering, with its coefficient for the Thomas-Fermi potential. A nonlocal linear response would keep the square but change the coefficient. The remaining values are in the numerical output.

Table of computed values

```
Host radius parameter rs = 3.0 a0
Fermi wave number kF = 0.6397 1/a0
Fermi energy = 5.568 eV
Screening wave number ks = 0.9025 1/a0
Screening length 1/ks = 1.1080 a0
Screening parameter s = 0.4976 (dimensionless)
Logarithm ln(1+1/s) = 1.1019 (dimensionless)
Fraction 1/(1+s) = 0.6677 (dimensionless)
Bracket = 0.4341 (dimensionless)
Screening electrons for dZ=1 = 1.000000 electrons
|U(1/ks)|/EF for dZ=1 = 1.623 (dimensionless)
Born total cross section, dZ=1 = 25.173 a0^2
Born transport cross section, dZ=1 = 16.286 a0^2
Same transport cross section = 4.561 angstrom^2
Transport/total ratio = 0.6470 (dimensionless)
Boltzmann-integral resistivity, dZ=1, 1 at.% = 2.2649 microohm cm
dZ=1: Born resistivity at 1 at.% = 2.265 microohm cm
dZ=1: phase-shift resistivity at 1 at.% = 4.039 microohm cm
dZ=1: phase-shift/Born ratio = 1.7831 (dimensionless)
dZ=2: Born resistivity at 1 at.% = 9.060 microohm cm
dZ=2: phase-shift resistivity at 1 at.% = 4.486 microohm cm
dZ=2: phase-shift/Born ratio = 0.4951 (dimensionless)
dZ=3: Born resistivity at 1 at.% = 20.385 microohm cm
dZ=3: phase-shift resistivity at 1 at.% = 8.335 microohm cm
dZ=3: phase-shift/Born ratio = 0.4089 (dimensionless)
dZ=-1: phase-shift resistivity at 1 at.% = 0.797 microohm cm
Weak-limit sigma_tr/dZ^2 from phase shifts = 16.2864 a0^2
Sign asymmetry at |dZ|=0.05 = 0.06250 (dimensionless)
Sign asymmetry at |dZ|=0.10 = 0.12429 (dimensionless)
Weak-limit Friedel sum/dZ = 1.00000 (dimensionless)
Friedel sum at dZ=1 = 1.4363 electrons
s-wave phase shift at dZ=1 = 1.4322 rad
p-wave phase shift at dZ=1 = 0.1896 rad
```
